# How metal-ligand covalency limits the gap opening in DFT+U, part 2

How much of the $U$ in a DFT+U calculation reaches the gap when metal-ligand bonds are covalent? The functional

$$E[\gamma]=\mathrm{Tr}(H_0\gamma)+\frac U2\,\mathrm{Tr}[n(1-n)]$$

is concave in the one-particle density matrix $\gamma$, whose d block is $n$. The uncorrected Kohn-Sham Hamiltonian $H_0$ is frozen, and energies are in eV. Variation gives $\delta E=\mathrm{Tr}(H\,\delta\gamma)$ with $H=H_0+V_U$, where $V_U=U\left(\tfrac12-n\right)$ acts only on d orbitals.

Let the highest occupied and lowest empty states have d weights $w_v$, $w_c$ in d channels (eigenvectors of $n$) with eigenvalues $\lambda_v$, $\lambda_c$. With means $w_m$, $\lambda_m$, all at $U=0$, first order in $U$ gives

$$\delta E_g=U\left[w_m(\lambda_v-\lambda_c)+(w_c-w_v)\left(\tfrac12-\lambda_m\right)\right].$$

The model cell has one d and one p orbital per spin. In the basis $(d,p)$,

$$H_0=\begin{pmatrix}\Delta&-t\\-t&0\end{pmatrix},\qquad \Delta>0,\quad t>0 .$$

$V_U$ moves a spin channel's d level from $\Delta$ to $x$. Then

$$\varepsilon_\pm(x)=\frac x2\pm R,\qquad R=\sqrt{\frac{x^2}4+t^2},\qquad w(x)=\frac12+\frac{x}{4R},$$

where $w=d\varepsilon_+/dx$ is the antibonding d weight, the bonding one is $1-w$, and $R'=x/(4R)$. Subscript 0 means $U=0$, with $\lambda_0=1-w_0$.

For three electrons, $\lambda_\uparrow=1$, $\lambda_\downarrow=\lambda$, and

$$E=\Delta+e(\lambda),\qquad e(\lambda)=\Delta\lambda-2t\sqrt{\lambda(1-\lambda)}+\frac U2\lambda(1-\lambda),$$

$$x_\uparrow=\Delta-\frac U2,\qquad x_\downarrow=\Delta+U\left(\tfrac12-\lambda\right).$$

As $\lambda\to0$, $e'\to-\infty$. The minimum of $e$ is the single root $\lambda<\tfrac12$ of $g(\lambda)=1-w(x_\downarrow(\lambda))-\lambda$. If $U<4t$, $g$ has no other root on $[0,1]$. With $w_\sigma=w(x_\sigma)$, $R_\sigma=R(x_\sigma)$ and $\bar w$ the mean of $w$ from $x_\uparrow$ to $x_\downarrow$, the gap obeys

$$E_g=U\,\bar w\,(\lambda_\uparrow-\lambda_\downarrow),\qquad \lambda_\uparrow-\lambda_\downarrow=w_\downarrow,$$

$$\bar w=\frac12+\frac{x_\uparrow+x_\downarrow}{4(R_\uparrow+R_\downarrow)} ,$$

$$U\,w_\uparrow w_\downarrow<E_g<U\,w_\downarrow^2<U .$$

At $U=0$, $dE_g/dU=w_0^2$. A program tests these results numerically. The example has $\Delta=3$ eV, $t=2$ eV, $U=4$ eV.

**Q.** Put numbers on a moderately covalent case.

**A.** Take the round values $\Delta=3$ eV, $t=2$ eV, $U=4$ eV (0.147 hartree). At $U=0$, $R_0=\sqrt{2.25+4}=2.5$ eV, $w_0=0.5+3/10=0.8$ and $\lambda_0=0.2$. The slope is $w_0^2=0.64$, and the first-order gap is $4\times0.64=2.56$ eV.

For the full solution, the up channel has $x_\uparrow=3-2=1$ eV and $R_\uparrow=\sqrt{0.25+4}=2.0616$ eV, so its levels are $0.5\pm2.0616$, that is $2.5616$ and $-1.5616$ eV, and $w_\uparrow=0.5+1/(4\times2.0616)=0.6213$. The down channel has the root $\lambda_\downarrow=0.1265$. It closes on itself: $x_\downarrow=3+4(0.5-0.1265)=4.494$ eV, $R_\downarrow=3.0081$ eV, $w_\downarrow=0.5+4.494/(4\times3.0081)=0.8735$, and $1-0.8735=0.1265$. Its levels are $5.2551$ and $-0.7612$ eV. The gap is $5.2551-2.5616=2.6935$ eV. The formula gives

$$\bar w=0.5+\frac{1+4.4939}{4(2.0616+3.0081)}=0.7709,\qquad E_g=4\times0.7709\times0.8735=2.69\ \text{eV},$$

which is 0.099 hartree, or $0.67\,U$. It lies between the bounds $4\times0.6213\times0.8735=2.17$ eV and $4\times0.8735^2=3.05$ eV. The reference value in the program comes from a different road, a minimisation of $E$ over general non-collinear determinants, polished to self-consistency and followed by diagonalisation of the $4\times4$ Hamiltonian, and the formula and both bounds are tested against it here and at random parameters.

The first-order value lies about 5% below the self-consistent gap, relative to the latter. The agreement is partly a cancellation: the occupation difference has risen from 0.80 to 0.87, while the mean weight has fallen from 0.80 to 0.77. The next order shows why. To order $U$, $w_\downarrow=w_0+w_0'U(\tfrac12-\lambda_0)$. The mean of $w$ over a short interval is its value at the midpoint, $(x_\uparrow+x_\downarrow)/2=\Delta-U\lambda_0/2$, so $\bar w=w_0-w_0'U\lambda_0/2$. The product is

$$\frac{E_g}U=w_0^2+\tfrac12w_0w_0'\,U\,(1-3\lambda_0)+O(U^2),$$

and the correction is positive for $\lambda_0<\tfrac13$, as here.

Varying $t$ at $\Delta=3$ eV and $U=4$ eV gives:

| $t$ (eV) | $w_0^2$ | $\lambda_\uparrow-\lambda_\downarrow$ | $\bar w$ | $E_g/U$ |
|---|---|---|---|---|
| 0.25 | 0.9864 | 0.9975 | 0.9883 | 0.9859 |
| 0.5 | 0.9493 | 0.9901 | 0.9603 | 0.9508 |
| 1 | 0.839 | 0.962 | 0.891 | 0.857 |
| 2 | 0.640 | 0.873 | 0.771 | 0.673 |
| 3 | 0.524 | 0.784 | 0.692 | 0.542 |
| 4 | 0.456 | 0.718 | 0.644 | 0.462 |

At $t=\Delta$ little more than half of $U$ reaches the gap.

**Q.** In the first row the self-consistent ratio is below $w_0^2$, although $\lambda_0$ is tiny. That contradicts your sign.

**A.** It contradicts the second-order term only, which is an expansion in $U$, while $U/2$ is two thirds of $\Delta$ here. The first row calls for an expansion in $t$ at fixed $U<2\Delta$. For $x\gg t$, $R=\tfrac x2\sqrt{1+4t^2/x^2}\approx\tfrac x2+t^2/x$, so $\varepsilon_+\approx x+t^2/x$, and its derivative gives $w\approx1-t^2/x^2$. Then

$$E_g\approx(x_\downarrow-x_\uparrow)\left(1-\frac{t^2}{x_\uparrow x_\downarrow}\right),\qquad x_\downarrow-x_\uparrow\approx U\left(1-\frac{t^2}{x_\downarrow^2}\right),$$

and to order $t^2$, with $x_\downarrow\to\Delta+U/2=5$ eV and $x_\uparrow=1$ eV,

$$1-\frac{E_g}U\approx t^2\left(\frac1{25}+\frac15\right)\text{eV}^{-2}=0.24\,t^2\ \text{eV}^{-2},\qquad 1-w_0^2\approx\frac{2t^2}{\Delta^2}=0.22\,t^2\ \text{eV}^{-2}.$$

The larger loss comes from the term $1/(x_\uparrow x_\downarrow)$: $U$ has pulled the filled d level to within 1 eV of the p level, where it mixes more. The expansion needs $t\ll x_\uparrow$, and by $t=0.5$ eV the sign has reversed. So $Uw_0^2$ is an estimate, and neither an upper nor a lower bound.

**Q.** My spin-polarised starting point already has an exchange splitting at $U=0$. Does the simple product survive?

**A.** Not with a single weight at first order. Let $H_0$ have d levels $\Delta-B/2$ for spin up and $\Delta+B/2$ for spin down. The edge states now differ in d weight at $U=0$. For $B=1$ eV, $w_v=0.7650$, $w_c=0.8293$, $\lambda_v=1$ and $\lambda_c=0.1707$. The first term of the first-order formula is $0.797\times0.829=0.661$. The second is $(0.8293-0.7650)\times(0.5-0.585)=-0.0055$. The sum, 0.6555, equals the finite-difference slope $dE_g/dU$ of the self-consistent gap, and the program also asserts that the first term alone does not. The second term is under 1% of the slope in this case, because both of its factors are small. It is negative because the mean occupation exceeds one half.

**Q.** What about a non-magnetic insulator, with the bonding level full and the antibonding level empty?

**A.** There the product rule fails, since only the second term is left. The ground state for two electrons comes first. Use the two eigen-spinors of $n$ as the spin basis for both d and p. $H_0$ does not act on spin and $n$ is diagonal, so $E$ depends only on the two $2\times2$ diagonal blocks $\gamma_1,\gamma_2$, each with eigenvalues in $[0,1]$ and with traces adding to 2. If any eigenvalue is fractional, at least two are, because the sum is an integer. Moving occupation between these two in either direction writes the state as a mixture, and by concavity one direction does not raise $E$. Repeating this removes all fractional eigenvalues. Two electrons in one block cost $\Delta>0$, with no penalty. One electron in a block, in the state $\sqrt\lambda\,|d\rangle+e^{i\varphi}\sqrt{1-\lambda}\,|p\rangle$, has hopping energy $-2t\sqrt{\lambda(1-\lambda)}\cos\varphi$, lowest at $\varphi=0$, and then costs $e(\lambda)$. Since $e(0)=0$ and $e'\to-\infty$ there, the minimum $e_{\min}$ is negative. The ground state has one bonding electron per spin, both with the root $\lambda<\tfrac12$ found above.

Both edges see the same d level $x=\Delta+U(\tfrac12-\lambda)$. At first order $\lambda_v=\lambda_c=\lambda_0$, $w_v=\lambda_0$ and $w_c=1-\lambda_0$, so

$$\delta E_g=U(1-2\lambda_0)\left(\tfrac12-\lambda_0\right)=\frac U2(1-2\lambda_0)^2 .$$

The gap opens because one potential acts on two states of different d weight. Exactly, $E_g=\varepsilon_+-\varepsilon_-=2R(x)$, and $2R'=x/(2R)=2w-1$, so

$$\delta E_g=\int_\Delta^x(2w-1)\,dx' .$$

The integrand lies between 0 and 1 for positive argument, and the interval has length $U(\tfrac12-\lambda)<U/2$. Hence $0<\delta E_g<U/2$ for $\Delta>0$. The bound is approached as $t\to0$, where the gap is p to d and only its upper edge moves. At $\Delta=0$, $\lambda=\tfrac12$ solves $g=0$ and is the only root for $U<4t$; then $x=0$ and $V_U=0$. The program tests this at $t=2$, $U=4$ eV, where the gap stays at $2t=4$ eV.

With the example parameters the slope is $(1-0.4)^2/2=0.18$ and the first-order opening is $4\times0.18=0.72$ eV. The root is again 0.1265, so the gap goes from $2\times2.5=5.00$ eV to $2\times3.0081=6.02$ eV, an opening of 1.02 eV (0.037 hartree), or $0.25\,U$. First order falls 29% short of the self-consistent opening. No cancellation occurs here: $x>\Delta$ raises $w$ above $w_0$, which lowers $\lambda$ and lengthens the interval, and it raises the integrand too. For two electrons the first-order value is therefore a lower bound.

**Q.** These are eigenvalue gaps. I measure energies to add and remove electrons.

**A.** The eigenvalue gap is the jump in the slope of $E(N)$. Write $\gamma=\sum_kf_k|\psi_k\rangle\langle\psi_k|$ and change one occupation. Then $\delta\gamma=\delta f_k|\psi_k\rangle\langle\psi_k|+[A,\gamma]$, where the anti-Hermitian $A$ generates the relaxation of the orbitals. From $\delta E=\mathrm{Tr}(H\,\delta\gamma)$ and $\mathrm{Tr}(H[A,\gamma])=\mathrm{Tr}(A[\gamma,H])=0$ at self-consistency, $\partial E/\partial f_k=\varepsilon_k$, which is Janak's theorem. Finite differences of the relaxed energy at $N=3$ give slopes 2.5616 eV below and 5.2551 eV above, and their difference is tested against the gap. If one electron is spread evenly over $M$ identical cells, the cost $M[E(3+1/M)-E(3)]$ tends to the upper slope for large $M$, so this is the gap for carriers spread over uncoupled cells. Hopping between cells broadens the levels into bands and takes away more of the gap, by an amount that depends on the magnetic order. In a ferromagnetic chain with an extra p-d hopping of 1 eV between cells, the effective hopping runs from 1 to 3 eV across the band and $\lambda_\downarrow$ changes only to 0.135, so $x_\downarrow=4.46$ eV. The gap then runs from the top of the up band, $0.5+\sqrt{0.25+9}=3.54$ eV, to the bottom of the empty down band, $2.23+\sqrt{2.23^2+1}=4.67$ eV, and is only 1.13 eV. The product formula holds for the single cell and leaves out this bandwidth loss.

Whole electrons on a single cell behave differently in this model. We found $E(3)=\Delta+e_{\min}$ and $E(2)=2e_{\min}$, and $E(4)=\mathrm{Tr}\,H_0=2\Delta$, so

$$E(2)+E(4)-2E(3)=0$$

identically. In the example $-1.458+6.000=4.542$ eV and $2\times2.271=4.542$ eV. Adding a whole electron to one cell costs $6.00-2.27=3.73$ eV, less than the 5.26 eV slope. The relaxed energy is concave between $N=3$ and $N=4$, so its slope falls as the level fills, and 3.73 eV is the average slope. The combination above vanishes because the energy of these states is a sum over two uncoupled spin channels, so the model contains no repulsion between a spin-up and a spin-down d electron. In a real calculation that repulsion sits in the Hartree and exchange-correlation energy, whose curvature in the d occupation the concave penalty is meant to offset, and a frozen $H_0$ has none. The model therefore shows the direct action of $V_U$ on the eigenvalues, and should not be used for localised charged excitations. An optical gap also contains electron-hole attraction, which is absent here. Moreover, the three-electron gap joins a spin-up level to a spin-down level. The only spin-conserving transition in the cell is bonding to antibonding in the down channel, $2R_\downarrow=6.02$ eV against 5.00 eV at $U=0$.

The three-electron gap also depends on a broken symmetry, which in a single cell is the spin polarisation. The unpolarised state with half an electron in each antibonding level has equal $\lambda$ in both channels, hence degenerate, partly filled top levels and no gap. Its energy is 2.95 eV against 2.27 eV for the polarised state. A single-cell calculation constrained to be non-magnetic would stay in it whatever $U$ is used. With two cells the constraint still allows two electrons on one cell and four on the other. Because $E(2)+E(4)=2E(3)$, that charge-ordered state has the energy of the polarised one, and its gap is again $5.2551-2.5616=2.69$ eV. The degeneracy is a consequence of the missing repulsion between opposite spins.

The program and its output follow.

## Numbers as computed

```
inputs: Delta = 3.0 eV, t = 2.0 eV, U = 4.0 eV (0.1470 Ha)
U=0: R0 = 2.5000 eV, w0 = 0.8000, lam0 = 0.2000
three electrons
slope w0^2 = 0.6400, numerical dEg/dU = 0.6400
first-order gap = 2.5600 eV
lam_up = 1.0000, lam_dn = 0.1265, difference = 0.8735
x_up = 1.0000 eV, x_dn = 4.4939 eV
R_up = 2.0616 eV, R_dn = 3.0081 eV
levels (eV): -1.5616, -0.7612, 2.5616, 5.2551
w_up = 0.6213, w_dn = 0.8735, wbar = 0.7709 (quadrature 0.7709)
gap from minimisation = 2.6935 eV = 0.09899 Ha
gap from formula = 2.6935 eV, gap/U = 0.6734
bounds: 2.1707 eV < gap < 3.0519 eV
dE/dN below = 2.5616 eV, above = 5.2551 eV, jump = 2.6935 eV
E(3) = 2.2708 eV, unpolarised fractional state = 2.9537 eV
E(2) = -1.4583 eV, E(4) = 6.0000 eV, |E2+E4-2E3| = 0.0000 eV
scan in t: t (eV), w0^2, lam_up-lam_dn, wbar, gap (eV), gap/U
  0.25  0.9864  0.9975  0.9883  3.9435  0.9859
  0.50  0.9493  0.9901  0.9603  3.8033  0.9508
  1.00  0.8391  0.9622  0.8909  3.4290  0.8573
  2.00  0.6400  0.8735  0.7709  2.6935  0.6734
  3.00  0.5236  0.7837  0.6920  2.1695  0.5424
  4.00  0.4564  0.7178  0.6437  1.8481  0.4620
limit Delta=3, t=0.01, U=4 eV: gap = 3.9999 eV
limit Delta=1, t=0.01, U=8 eV: gap = 5.0000 eV
limit Delta=3, t=200, U=4 eV: gap/U = 0.2531
roots on [0,1] for Delta=0.5, t=0.5, U=8 eV: 3
exchange splitting B = 1.0 eV: w_v = 0.7650, w_c = 0.8293, lam_c = 0.1707
term1 = 0.6610, term2 = -0.0055, sum = 0.6555, numerical = 0.6555
two electrons
slope dEg/dU = 0.1800, first-order opening = 0.7200 eV
gap at U=0 = 5.0000 eV, gap at U = 6.0163 eV
opening = 1.0163 eV = 0.03735 Ha, opening/U = 0.2541
Delta=0: gap at U = 4.0000 eV, 2t = 4.0000 eV
```
